# The Mass Product Rule for a Confined Ellipsoidal Valley

## What goes wrong without the rule

A thin semiconductor film lies between two gates. Its conduction valleys are ellipsoids whose axes are tilted against the surface. To find the density of states one needs the effective masses for motion in the film plane. A tempting way is to cut the bulk ellipsoid with the plane $k_z=0$, where $z$ is the surface normal, and read off the masses of the section.

For the (001) film treated below, this gives in-plane masses of 0.080 and 0.218 free-electron masses. The correct values are 0.080 and 1.093. The density of states comes out too small by a factor 2.24. At a given electron density, the Fermi level and quantum capacitance computed from it are wrong too, though in general not by that factor. The section fails because a confined electron with in-plane wavevector $\mathbf K$ is in general not centred on $k_z=0$ when the ellipsoid is tilted.

The correct masses obey a rule that any tabulated set for a parabolic valley must satisfy, though passing this check does not prove a set right:

$$m_z\,m_1\,m_2=m_a\,m_b\,m_c .$$

Here $m_a,m_b,m_c$ are the bulk principal masses, $m_z$ is the confinement mass, and $m_1,m_2$ are the principal masses of the subband dispersion.

## Setting and assumptions

Consider one parabolic valley, with no coupling to other valleys. Measure the wavevector $\mathbf k$ from the valley bottom:

$$E(\mathbf k)=\frac{\hbar^2}{2}\,\mathbf k^T W\,\mathbf k .$$

The inverse mass tensor $W$ is symmetric and positive. Its eigenvalues are $1/m_a,1/m_b,1/m_c$, so

$$\det W=\frac{1}{m_a m_b m_c}.$$

Let $\mathbf n$ be the unit surface normal. The confinement mass is defined by

$$\frac1{m_z}=\mathbf n^T W\,\mathbf n .$$

The potential $V(z)$ depends on $z$ alone and binds the electron. $W$ is taken to be the same wherever the wavefunction is nonzero. Hard walls satisfy this, and so does a barrier with the same tensor. A barrier with other masses is treated later.

Use axes $(\mathbf e_1,\mathbf e_2,\mathbf n)$ and write $\mathbf k=(\mathbf K,k_z)$. In these axes

$$W=\begin{pmatrix}A&\mathbf w\\ \mathbf w^T&w_{zz}\end{pmatrix},\qquad w_{zz}=\frac1{m_z}.$$

$A$ is the $2\times2$ in-plane block, and $\mathbf w$ couples in-plane motion to motion along the normal. Rotating the axes does not change $\det W$.

## Removing the coupling

Multiplying out the blocks gives

$$\mathbf k^TW\mathbf k=w_{zz}k_z^2+2k_z\,\mathbf w\cdot\mathbf K+\mathbf K^TA\mathbf K .$$

In the film $\mathbf K$ is conserved and $k_z$ becomes $-i\,d/dz$. Since $\mathbf w$ and $w_{zz}$ are constants, there is no ordering ambiguity. To complete the square, set

$$a=\frac{\mathbf w\cdot\mathbf K}{w_{zz}} .$$

Then

$$w_{zz}(k_z+a)^2=w_{zz}k_z^2+2k_z\,\mathbf w\cdot\mathbf K+\frac{(\mathbf w\cdot\mathbf K)^2}{w_{zz}} .$$

The last term was not in the original expression and must be subtracted. Because $(\mathbf w\cdot\mathbf K)^2=\mathbf K^T\mathbf w\mathbf w^T\mathbf K$,

$$\mathbf k^TW\mathbf k=w_{zz}(k_z+a)^2+\mathbf K^TS\,\mathbf K,\qquad S=A-\frac{\mathbf w\mathbf w^T}{w_{zz}} .$$

Now write $\psi(z)=e^{-iaz}\varphi(z)$. The product rule of differentiation gives

$$\left(-i\frac{d}{dz}+a\right)e^{-iaz}\varphi
=e^{-iaz}\left(-a-i\frac{d}{dz}+a\right)\varphi
=e^{-iaz}\left(-i\frac{d\varphi}{dz}\right).$$

Applying the operator twice replaces $(k_z+a)^2$ by $-d^2/dz^2$. The phase commutes with $V(z)$, and $\psi$ vanishes at a wall when $\varphi$ does. What remains is

$$\left[-\frac{\hbar^2}{2m_z}\frac{d^2}{dz^2}+V(z)\right]\varphi_j=\varepsilon_j\varphi_j,\qquad
E_j(\mathbf K)=\varepsilon_j+\frac{\hbar^2}{2}\mathbf K^TS\,\mathbf K .$$

The levels $\varepsilon_j$ are those of a particle of mass $m_z$. Every subband has the same in-plane tensor $S$, whatever the shape of $V(z)$.

**Physical meaning.** A bound $\varphi_j$ can be chosen real, so its mean $k_z$ is zero, and the mean $k_z$ of $\psi$ is $-a$. There the bulk velocity along the normal, $\hbar w_{zz}(k_z+a)$, vanishes. This is also where the bulk energy at fixed $\mathbf K$ is smallest. The in-plane dispersion is therefore the bulk energy minimized over $k_z$, not its value at $k_z=0$.

It follows that $S$ is positive: $\mathbf K^TS\mathbf K$ is the value of the positive form $\mathbf k^TW\mathbf k$ at $k_z=-a$. Its eigenvalues can be written $1/m_1$ and $1/m_2$ with positive masses, and $\det S=1/(m_1m_2)$.

## The determinant

Multiply $W$ from the left by a matrix that subtracts $\mathbf w/w_{zz}$ times the last row from the first two rows:

$$U=\begin{pmatrix}I&-\mathbf w/w_{zz}\\0&1\end{pmatrix},\qquad
UW=\begin{pmatrix}A-\mathbf w\mathbf w^T/w_{zz}&\mathbf w-\mathbf w\\ \mathbf w^T&w_{zz}\end{pmatrix}
=\begin{pmatrix}S&0\\ \mathbf w^T&w_{zz}\end{pmatrix}.$$

$U$ is triangular with ones on its diagonal, so $\det U=1$. The matrix on the right is block triangular, so its determinant is the product of those of its diagonal blocks:

$$\det W=w_{zz}\det S .$$

Inserting the three meanings gives

$$\frac1{m_am_bm_c}=\frac1{m_z}\cdot\frac1{m_1m_2},$$

which is the rule. No property of $\mathbf n$ was used beyond its unit length, so it holds for every surface orientation.

## Getting the in-plane masses directly

Let $M=W^{-1}$ be the mass tensor and $B$ its in-plane block. Since $WM=I$, we have $(UW)M=U$. The upper-left block of this equation reads $SB=I$, so

$$S^{-1}=B .$$

Confinement thus projects the inverse mass tensor on the normal, while in-plane motion projects the mass tensor on the plane. The eigenvalues of $B$ are $m_1$ and $m_2$.

**A triaxial check.** Take bulk masses 0.2, 0.5 and 1.5 in units of the free-electron mass $m_0$, and a normal along $[1\,2\,3]$ in the principal axes. Then

$$\frac{m_0}{m_z}=\frac{1}{14}\left(\frac1{0.2}+\frac4{0.5}+\frac9{1.5}\right)=\frac{19}{14},\qquad m_z=0.7368\,m_0 .$$

A finite-element solution of the Hamiltonian with the coupling $\mathbf w$ left in place, for hard walls and an asymmetric potential, gives $m_1=0.2439\,m_0$ and $m_2=0.8347\,m_0$ for the lowest subband. The product of the three masses is $0.1500\,m_0^3$, equal to $0.2\times0.5\times1.5$ to the digits shown. The second subband gives the same product.

## When the section masses are right

The section $k_z=0$ has inverse mass tensor $A=S+\mathbf w\mathbf w^T/w_{zz}$. Factor out $S$:

$$\det A=\det S\;\det\!\left(I+\frac{S^{-1}\mathbf w\mathbf w^T}{w_{zz}}\right)
=\det S\left(1+\frac{\mathbf w^TS^{-1}\mathbf w}{w_{zz}}\right).$$

The second step holds because $I+\mathbf u\mathbf v^T$ in two dimensions has determinant $1+\mathbf v^T\mathbf u$, as writing out the four elements shows. Since $S^{-1}$ is positive, the bracket exceeds one unless $\mathbf w=0$. That condition means $W\mathbf n=w_{zz}\mathbf n$: the normal is a principal axis. For any other normal the product of the section masses is too small.

## Spheroidal valleys

Let the valley have mass $m_l$ along a unit axis $\boldsymbol\ell$ and $m_t$ across it, and let $\theta$ be the angle between $\boldsymbol\ell$ and $\mathbf n$. Then

$$W=\frac1{m_t}I+\left(\frac1{m_l}-\frac1{m_t}\right)\boldsymbol\ell\boldsymbol\ell^T,\qquad
M=m_tI+(m_l-m_t)\boldsymbol\ell\boldsymbol\ell^T .$$

With $\mathbf n\cdot\boldsymbol\ell=\cos\theta$,

$$\frac1{m_z}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}.$$

The in-plane projection of $\boldsymbol\ell$ has length $\sin\theta$. The block $B$ therefore has eigenvalue $m_t$ across this projection, and $m_t+(m_l-m_t)\sin^2\theta$ along it:

$$m_1=m_t,\qquad m_2=m_l\sin^2\theta+m_t\cos^2\theta .$$

Taking out a factor $m_lm_t$ gives $m_2=m_lm_t/m_z$, so $m_zm_1m_2=m_lm_t^2$, as required.

Two limits are useful. At $\theta=0$, $m_z=m_l$ and both in-plane masses equal $m_t$. If instead $\theta\neq0$ is fixed and $m_l\to\infty$, then $m_z\to m_t/\sin^2\theta$ stays finite while $m_2$ grows as $m_l\sin^2\theta$. A very heavy axis then appears in the plane, not in the confinement.

## Density of states

The states of one subband within energy $E$ of its bottom fill an ellipse in the $\mathbf K$ plane with semi-axes $\sqrt{2m_1E}/\hbar$ and $\sqrt{2m_2E}/\hbar$. Its area is $2\pi E\sqrt{m_1m_2}/\hbar^2$. There are $2/(2\pi)^2$ states per unit film area and unit $\mathbf K$ area, spin included. Multiplying and differentiating with respect to $E$ gives

$$g_1=\frac{m_d}{\pi\hbar^2},\qquad m_d=\sqrt{m_1m_2}=\sqrt{\frac{m_am_bm_c}{m_z}} .$$

For hard walls a distance $L$ apart, $\varepsilon_1=\pi^2\hbar^2/(2m_zL^2)$. At fixed $L$ and fixed bulk masses, both $\varepsilon_1$ and $m_d^2$ are proportional to $1/m_z$, so $m_d\propto\sqrt{\varepsilon_1}$. Valleys pushed higher by confinement have more states per subband.

## Worked example: a film with four tilted valleys

Take four spheroids along the $\langle111\rangle$ directions with $m_l=1.6\,m_0$ and $m_t=0.08\,m_0$, in a film of thickness $L=7$ nm with hard walls. The bulk product is $1.6\times0.08^2=0.01024\,m_0^3$.

For the (001) surface all four valleys have $\cos^2\theta=1/3$:

$$\frac{m_0}{m_z}=\frac{1/3}{1.6}+\frac{2/3}{0.08}=8.54,\qquad m_z=0.1171\,m_0,$$

$$\frac{m_2}{m_0}=\frac23(1.6)+\frac13(0.08)=1.0933 .$$

The product is $0.1171\times0.0800\times1.0933=0.01024$. With $\hbar^2/m_0=0.0762$ eV nm²,

$$\varepsilon_1=\frac{\pi^2\times0.0762}{2\times0.1171\times7^2}\ \text{eV}=65.5\ \text{meV}.$$

The same formulas give the other surfaces. Masses are in $m_0$, and $m_1=0.08$ throughout.

| Surface | Valleys | $m_z$ | $m_2$ | $m_d$ | $\varepsilon_1$ (meV) |
|---|---|---|---|---|---|
| (001) | 4 | 0.117 | 1.093 | 0.296 | 65.5 |
| (110) | 2 | 0.218 | 0.587 | 0.217 | 35.2 |
| (110) | 2 | 0.080 | 1.600 | 0.358 | 95.9 |
| (111) | 1 | 1.600 | 0.080 | 0.080 | 4.8 |
| (111) | 3 | 0.089 | 1.431 | 0.338 | 85.8 |

At this fixed thickness, the (111) surface places one valley lowest, with light and isotropic in-plane motion but few states per subband. With hard walls and a flat band edge, its second, third and fourth subbands lie at 4, 9 and 16 times 4.8 meV, below the three other valleys, and must be counted when the film is filled. These spacings belong to the empty film. At $5\times10^{12}$ cm⁻² and 300 K the film's own charge bends the band by tens of meV, which cuts the first spacing from 14 to about 6 meV while leaving the order unchanged, and the three higher valleys already hold roughly a third of the electrons. A finite barrier lowers the three other valleys more, because their confinement mass is smaller, and can bring them below the fourth subband.

**Filling the (001) film.** The four valleys together have

$$g=\frac{4\times0.2957}{\pi\times0.0762}\ \text{eV}^{-1}\text{nm}^{-2}=4.94\times10^{14}\ \text{eV}^{-1}\text{cm}^{-2}.$$

Integrating $g$ times the Fermi function from the subband bottom gives $N=g\,k_BT\ln(1+e^\eta)$, with $\eta=(\mu-\varepsilon_1)/k_BT$ and $\mu$ the Fermi level. Let the film hold $N=5\times10^{12}$ cm⁻² at 300 K, where $k_BT=25.85$ meV. Then $N/(g\,k_BT)=0.391$ and

$$\eta=\ln\left(e^{0.391}-1\right)=-0.74 .$$

The Fermi level lies 19 meV below the subband bottom. The quantum capacitance follows by differentiation:

$$C_q=e^2\frac{dN}{d\mu}=\frac{e^2g}{1+e^{-\eta}}=25.6\ \mu\text{F/cm}^2 .$$

**The section error.** The section mass along the projected axis obeys $1/m_2'=\sin^2\theta/m_l+\cos^2\theta/m_t$, which gives $m_2'=0.218\,m_0$. The false product is $0.00204\,m_0^3$, one fifth of the bulk value. The ratio of the density-of-states masses is $0.2957/0.1321=2.24$.

## A barrier with different masses

Let $W$ now depend on $z$, with the kinetic operator ordered symmetrically. The square can still be completed:

$$\frac{\hbar^2}{2}\left[(k_z+a)\,w_{zz}\,(k_z+a)+\mathbf K^TS(z)\mathbf K\right],\qquad a(z)=\frac{\mathbf w(z)\cdot\mathbf K}{w_{zz}(z)} .$$

The cross terms are $k_z(\mathbf w\cdot\mathbf K)+(\mathbf w\cdot\mathbf K)k_z$, as symmetric ordering requires. The phase $\exp(-i\int a\,dz)$ removes $a(z)$, but $S(z)$ remains inside the problem. First-order perturbation theory gives the curvature at $\mathbf K=0$: the in-plane inverse mass tensor is the average of $S(z)$ over the $\mathbf K=0$ state. The product rule then no longer holds in general.

For a 2 eV barrier with isotropic mass $0.3\,m_0$, a share of 0.36 % of the (001) ground state lies outside the film. The in-plane masses become 0.0802 and 1.083 $m_0$. With $m_z$ still taken from the film tensor, the product falls by 0.7 %.

The energy changes much more, from 65.5 to 46.8 meV. Continuity of $\psi$ and $\psi'/m$ explains this. Outside, $\psi$ decays at the rate $\kappa=\sqrt{2m_b(U-\varepsilon_1)}/\hbar\approx3.9$ nm⁻¹, where $m_b$ and $U$ are the barrier mass and height. Inside, the slope at the wall is $m_z\kappa/m_b$ times $\psi$. Extrapolated linearly, the inner wavefunction vanishes a distance

$$\delta=\frac{m_b}{m_z\kappa}\approx0.65\ \text{nm}$$

beyond each wall. The film acts as if it were 8.3 nm thick, and $65.5\times(7/8.3)^2\approx47$ meV. A mass fitted to this level with the hard-wall formula and $L=7$ nm would be 40 % above $m_z$. The rule concerns the mass defined by the tensor, not such a fitted mass.

## Other limits of the rule

**Periodic stacks.** Binding matters. In a superlattice of period $d$, a state obeys $\psi(z+d)=e^{iqd}\psi(z)$, so $\varphi$ has wavenumber $q+a$. Because $a$ depends on $\mathbf K$, the in-plane dispersion at fixed $q$ also contains the miniband energy, and for a tilted valley with a dispersive miniband the masses read at fixed $q$ do not obey the rule in general. If $W$ is the same in all layers and the energy is instead minimized over $q$ at each $\mathbf K$, the miniband term is constant and the in-plane tensor is again $S$.

**Nonparabolicity.** Suppose $E(1+\alpha E)=p$, where $p$ is the parabolic energy and $E$ the true one. Then $dE/dp=1/(1+2\alpha E)$, so both in-plane masses at the subband bottom are multiplied by $1+2\alpha E$. With $\alpha=0.3$ eV⁻¹ and hard walls, $\varepsilon_1$ becomes 64.3 meV and the factor is 1.039. With $m_z$ kept at its band-bottom value, the product rises by about 8 %.

**Electrostatic bending.** With the charge shared equally between the gates and a film permittivity of 16, the film's own charge produces a potential-energy difference of about 70 meV between centre and wall. This one-pass estimate uses the hard-wall density and is not self-consistent. It reduces the spacing of the two lowest levels from 197 to 184 meV. The computed $m_2$ is 1.0931 $m_0$ against 1.0933 from the formula. The derivation allows no shift from $V(z)$, so this 0.02 % difference is numerical error.

## Beside a real channel

The parameters lie in the rough regime of thin germanium n-channels, whose lowest conduction valleys lie along $\langle111\rangle$. They are round inputs, not computed germanium properties. The finite barrier lowers $\varepsilon_1$ by 29 %, far more than the 2 % from nonparabolicity. The shift of $\varepsilon_1$ by the film's own charge is not ranked with these, because it depends on whether energies are measured from the band edge at the centre or at the wall. Among the effects sized here, nonparabolicity moves the in-plane masses most, by 4 % each at the hard-wall level. A finite barrier lowers the level and makes this change smaller. With hard walls for every valley and round offsets of 0.18 eV for $\langle100\rangle$ valleys and 0.14 eV for the zone-centre valley, the $\langle100\rangle$ valleys would add about 1 % to the density at the same Fermi level. In the same hard-wall estimate, higher $\langle111\rangle$ subbands would add 0.06 %, and the zone-centre valley far less. These shares assume a flat band edge and are sensitive to the walls. Band bending by the film's own charge raises them to about 1.2 % and 0.1 %. The 2 eV model barrier raises the higher $\langle111\rangle$ subbands to between 0.5 and 0.8 % and lowers the $\langle100\rangle$ share to about 0.6 %, so their ranking is not fixed by the hard-wall estimate. The field in an oxide of permittivity 20 is 0.23 MV/cm, well below the rough breakdown scale of a few MV/cm. The tunnelling exponential through 3 nm of the model barrier, taken at the hard-wall level, is about $7\times10^{-11}$; this is not a leakage current, which also needs a prefactor. Strain, interface roughness and valley mixing at the atomic scale are left out, and their effect on these numbers is not estimated. The full set of values is in the numerical output below.

## Computed results

```
hbar^2/m0 = 0.07620 eV nm^2; kT = 0.02585 eV at 300 K
Triaxial bulk masses (m0): [0.2 0.5 1.5] normal [1 2 3]
  m_z = 0.73684 m0; bulk product = 0.15000 m0^3
  subband 1: m1, m2 = 0.2439, 0.8347 m0; product = 0.14999 m0^3
  subband 2: m1, m2 = 0.2439, 0.8346 m0; product = 0.14998 m0^3
  overlap with phase-factor state = 1.0000000
Film: L = 7.0 nm, ml = 1.6 m0, mt = 0.08 m0, Ns = 5.0e+12 /cm2
Bulk mass product = 0.01024 m0^3
(0, 0, 1) valleys 4, cos^2 = 0.3333: m_z = 0.1171, m1 = 0.0800, m2 = 1.0933 m0
    m_d = 0.2957 m0, E1 = 65.55 meV, product = 0.01024 m0^3
(1, 1, 0) valleys 2, cos^2 = 0.6667: m_z = 0.2182, m1 = 0.0800, m2 = 0.5867 m0
    m_d = 0.2166 m0, E1 = 35.17 meV, product = 0.01024 m0^3
(1, 1, 0) valleys 2, cos^2 = 0.0000: m_z = 0.0800, m1 = 0.0800, m2 = 1.6000 m0
    m_d = 0.3578 m0, E1 = 95.93 meV, product = 0.01024 m0^3
(1, 1, 1) valleys 1, cos^2 = 1.0000: m_z = 1.6000, m1 = 0.0800, m2 = 0.0800 m0
    m_d = 0.0800 m0, E1 = 4.80 meV, product = 0.01024 m0^3
(1, 1, 1) valleys 3, cos^2 = 0.1111: m_z = 0.0894, m1 = 0.0800, m2 = 1.4311 m0
    m_d = 0.3384 m0, E1 = 85.80 meV, product = 0.01024 m0^3
(001): m_d = 0.2957 m0; from counted states 0.2957 m0
  kz=0 section masses = 0.0800, 0.2182 m0; m_d = 0.1321 m0
  section product = 0.00204 m0^3; true/section m_d = 2.239
  density of states, 4 valleys = 4.942e+14 /(eV cm2)
  Fermi level - E1 = -19.03 meV = -0.736 kT
  quantum capacitance = 25.64 uF/cm2
Barrier 2.0 eV, mass 0.3 m0: E1 = 46.84 meV, outside share = 0.358 %
  m1, m2 = 0.0802, 1.0829 m0; film m_z*m1*m2 changes by -0.70 %
Own charge (film permittivity 16): centre-to-wall drop = 69.2 meV
  E2-E1: 196.7 -> 184.2 meV; m1, m2 = 0.0800, 1.0931 m0
  film surface field = 0.283 MV/cm; oxide field (permittivity 20) = 0.226 MV/cm
  tunnelling exponential through 3.0 nm oxide = 6.8e-11
Nonparabolicity 0.3 /eV: E1 = 64.31 meV, in-plane masses x 1.0386
<100> valleys: offset 0.18 eV, masses 0.95, 0.2 m0; zone-centre valley: offset 0.14 eV, mass 0.04 m0
  added density / Ns: higher <111> subbands 0.0608 %, <100> 1.030 %, centre 1.4e-04 %
```
